# The apparent Black exponent of a line near its Blech threshold

## Problem

An interconnect line fails when electromigration has grown a void of critical length. At fixed temperature its lifetime \(t\) follows the threshold law

\[
t=\frac{C}{j-j_c},\qquad j>j_c ,
\]

where \(j\) is the current density, \(j_c\) is the Blech threshold, and \(C\) and \(j_c\) do not depend on \(j\). An engineer describes the same line by Black's power law, \(t\propto j^{-n}\), and reads \(n\) from the local slope of a log-log plot:

\[
n=-\frac{d\ln t}{d\ln j}.
\]

1. What value of \(n\) is found at \(j=1.5\,j_c\)?
2. Where does the threshold law come from, and when does it hold?
3. For the line below, find the threshold and the lifetime at \(1.5\,j_c\), and judge how far neglected effects move \(n\).

The line has length \(L=30\) µm, temperature 573 K, resistivity \(\rho=5\) µΩ cm, effective charge magnitude \(Z^*=1\), atomic volume \(\Omega=0.012\) nm³ and diffusivity \(D=300\) nm²/s. Its effective elastic modulus is \(B=20\) GPa. The anode end yields at a compressive stress \(\sigma_c=200\) MPa, and the critical void length is \(\ell_c=1000\) nm. These are round model parameters.

## First estimate by scaling

Measure the current in units of the threshold, \(r=j/j_c\). Then

\[
t=\frac{C}{j_c}\,\frac{1}{r-1}.
\]

The prefactor does not change with current, so it drops out of a logarithmic slope. The exponent can depend on \(r\) alone, whatever the material constants are.

Far above threshold, \(r-1\approx r\) and \(t\propto 1/j\), which gives \(n\approx1\). At \(r=1.5\) the threshold cannot be ignored. A rough slope follows from doubling the current, from \(r=1.5\) to \(r=3\). The excess \(r-1\) rises from 0.5 to 2, a factor of four, so the lifetime falls by four:

\[
n_{\rm est}=\frac{\ln 4}{\ln 2}=2 .
\]

This is a mean slope over a factor of two in current. The question asks for the slope at one point.

## Exact solution

### The exponent

Take the logarithm of the threshold law:

\[
\ln t=\ln C-\ln(j-j_c).
\]

Since \(C\) and \(j_c\) are constant, differentiation with respect to \(j\) gives

\[
\frac{d\ln t}{dj}=-\frac{1}{j-j_c}.
\]

Because \(d\ln j=dj/j\), a derivative with respect to \(\ln j\) is \(j\) times the derivative with respect to \(j\). Therefore

\[
n=-j\,\frac{d\ln t}{dj}=\frac{j}{j-j_c}=\frac{r}{r-1}.
\]

At \(r=3/2\),

\[
n=\frac{3/2}{3/2-1}=\frac{3/2}{1/2}=3 .
\]

The point is unique. Multiplying \(n=r/(r-1)\) by \(r-1\) gives \(nr-n=r\), hence \(r=n/(n-1)\), and \(n=3\) returns \(r=3/2\).

The physical reason is a difference of two forces. At \(1.5\,j_c\) the back stress cancels two thirds of the electromigration force. A one per cent rise in current raises the full force by one per cent. The net force is one third as large, so it rises by three per cent. The exponent therefore measures closeness to threshold; no new failure mechanism is needed to explain it. In this law \(n\) tends to 1 far above threshold and grows without limit as \(j\) approaches \(j_c\) from above.

### Origin of the threshold law

The algebra uses atomic units, in which the elementary charge is 1. Let \(x\) run from cathode to anode, the direction in which the electrons move, and count tensile stress \(\sigma\) as positive. The material is uniform along the line.

Two forces act on an atom. The electric field has magnitude \(\rho j\), so the electromigration force is \(Z^*\rho j\), directed towards the anode. Adding an atom of volume \(\Omega\) to a region under tension lowers its chemical potential by \(\Omega\sigma\). The force is minus the gradient of the chemical potential, which is \(+\Omega\,\partial\sigma/\partial x\). With the mobility \(D/k_BT\), the atomic drift velocity is

\[
v=\frac{D}{k_BT}\left(Z^*\rho j+\Omega\frac{\partial\sigma}{\partial x}\right).
\]

If more atoms enter a short segment than leave it, its atomic content rises at the fractional rate \(-\partial v/\partial x\). The extra atoms compress it, so \(\sigma\) changes by \(-B\) times the fractional gain:

\[
\frac{\partial\sigma}{\partial t}=B\,\frac{\partial v}{\partial x}.
\]

In steady drift the left side vanishes and \(v\) is uniform. Then \(\partial\sigma/\partial x\) is uniform too, and the stress is linear in \(x\). A void is already present at the cathode, and its free surface sets \(\sigma(0)=0\). The anode is held at its yield stress, \(\sigma(L)=-\sigma_c\), while surplus atoms are extruded. The gradient is therefore \(-\sigma_c/L\), and

\[
v=\frac{D}{k_BT}\left(Z^*\rho j-\frac{\Omega\sigma_c}{L}\right)
=\frac{DZ^*\rho}{k_BT}\,(j-j_c),
\qquad
j_c=\frac{\Omega\sigma_c}{Z^*\rho L}.
\]

The void edge recedes at this velocity, so

\[
t\approx\frac{\ell_c}{v}=\frac{C}{j-j_c},\qquad
C=\frac{\ell_c k_BT}{DZ^*\rho}.
\]

Below threshold the anode does not yield. Drift stops when \(v=0\) everywhere, which gives \(\sigma=-Z^*\rho jx/\Omega\). The void then has the length of the material stored by compression:

\[
\ell_{\rm sat}=\int_0^L\frac{|\sigma|}{B}\,dx
=\frac{Z^*\rho j}{\Omega B}\int_0^L x\,dx
=\frac{Z^*\rho jL^2}{2\Omega B}.
\]

At \(j=j_c\) this equals \(\sigma_cL/(2B)=200\times30\,000/(2\times20\,000)=150\) nm. The threshold law needs \(\ell_c\) to be well above this stored length, so that most of the void grows in steady drift. It also needs \(\ell_c\) to be well below \(L\), so that the threshold hardly changes as the void grows. Here the two ratios are \(150/1000=0.15\) and \(1000/30\,000=0.033\).

The second condition is stricter close to threshold. When the void reaches \(\ell_c\), the remaining line has length \(L-\ell_c\), and its threshold is higher by the factor \(L/(L-\ell_c)=30/29\), or 3.4%. This rise must be small compared with the excess \(j-j_c\). Below \(1.034\,j_c\) the void never reaches \(\ell_c\), and the error is still large somewhat above that: shortening alone lengthens the lifetime by about 22% at \(1.1\,j_c\) and 10% at \(1.2\,j_c\), and raises \(n\) from 11 to 13.7 and from 6 to 6.6.

A numerical integration of the drift and conservation equations, with the line cut into 100 intervals, tests this result. The anode was blocked until it reached \(-200\) MPa and then held there. The exponents of the late void growth rate at 1.2, 1.5, 2 and 3 times threshold were 6.001, 3.000, 2.000 and 1.500, against 6, 3, 2 and 1.5 from \(r/(r-1)\). At \(0.8\,j_c\) the void stopped at 120 nm, which is \(0.8\times150\) nm.

### Numbers for the line

The back-stress force is \(\Omega\sigma_c/L\). The product \(0.012\ \text{nm}^3\times200\) MPa is 0.01498 eV, and division by 30 000 nm gives 0.499 µeV/nm. At threshold the field must supply the same force on one elementary charge, which requires 4.99 V/cm. Hence

\[
j_c=\frac{4.99\ \text{V/cm}}{5\times10^{-6}\ \Omega\,\text{cm}}
=1.0\ \text{MA/cm}^2,
\]

or \(4.2\times10^{-9}\) atomic units. The working current density is 1.5 MA/cm². There the electromigration force is 0.749 µeV/nm, and the net force is \(0.749-0.499=0.250\) µeV/nm, one third of it.

With \(k_BT=0.04938\) eV,

\[
v=\frac{300\ \text{nm}^2/\text{s}}{0.04938\ \text{eV}}
\times0.2497\times10^{-6}\ \text{eV/nm}\times3600\ \text{s/h}
=5.46\ \text{nm/h},
\]

and \(t=1000/5.46=183\) h. Such rough inputs justify "about 180 h"; the third digit is kept to compare the corrections below.

## Comparison of the estimate with the exact slope

The estimate gave 2 and the exact slope is 3. The two agree once the estimate is read as an average of the local exponent over the doubling:

\[
\frac{1}{\ln2}\int_{1.5}^{3}\frac{r}{r-1}\,\frac{dr}{r}
=\frac{1}{\ln2}\Big[\ln(r-1)\Big]_{1.5}^{3}
=\frac{\ln4}{\ln2}=2 .
\]

Across this interval \(n\) falls from 3 to 1.5. Its rate of change is

\[
\frac{dn}{d\ln j}=r\,\frac{d}{dr}\left(\frac{r}{r-1}\right)
=r\,\frac{(r-1)-r}{(r-1)^2}
=-\frac{r}{(r-1)^2}=-n(n-1),
\]

where the last step uses \(n-1=1/(r-1)\). At \(n=3\) the rate is \(-6\), so a step of 0.01 in \(\ln j\) changes the exponent by about 0.06.

This curvature matters for extrapolation. Since \(d^2\ln t/d(\ln j)^2=-dn/d\ln j=n(n-1)>0\), the curve of \(\ln t\) against \(\ln j\) is convex and lies on or above each of its tangents. A power law with \(n=3\), matched at \(1.5\,j_c\), therefore never exceeds the lifetime of the threshold law at the same temperature. At \(1.1\,j_c\) it predicts 464 h where the threshold law gives 916 h. At \(3\,j_c\) it predicts 22.9 h instead of 45.8 h. Below \(j_c\) it still predicts a finite lifetime, although in this model the void stops short of the critical length.

A fit over a finite range gives yet another number. Lifetimes at 1.25, 1.5 and 1.75 times threshold yield a fitted exponent of 3.28. Two things put the fit above 3. The local exponent is 5 at the lower end and 2.33 at the upper end, so the steep side weighs more. The three currents are also centred slightly below \(1.5\,j_c\) on a logarithmic scale, where the curve is steeper.

## What the model neglects

Each effect is taken alone, with the other parameters held fixed.

**Stress build-up.** Before the back stress is established, the void grows faster than in steady drift. The full integration gives a lifetime of 167.5 h and \(n=2.92\). The head start is about \(5.46\times(183.1-167.5)=85\) nm. Writing \(t=(\ell_c-s)/v\) with head start \(s\) gives

\[
n=\frac{j}{j-j_c}+\frac{j}{\ell_c-s}\,\frac{ds}{dj},
\]

so an exponent below 3 means that \(s\) shrinks as the current rises.

**Line shortening.** When the void has length \(\ell\), the conducting metal has length \(L-\ell\), and the threshold has risen by the factor \(L/(L-\ell)\). Integrating \(d\ell/v\) with this moving threshold gives 189.7 h and \(n=3.11\).

**Joule heating.** Let the metal be 200 nm thick, above 1000 nm of dielectric with thermal conductivity 1 W/(m K) on a substrate held at 573 K. If all heat flows straight down, the rise is \(j^2\rho\) times the two thicknesses divided by the conductivity, or 2.24 K. Sideways spreading would lower it, so this is an upper bound for an isolated line of this geometry while its metal is intact. Once a void forces the current through a thin, resistive liner, local heating can be much larger; this estimate does not cover it. With an activation energy of 0.9 eV and resistivity proportional to temperature, a rise of that size would give 169.2 h and \(n=3.13\). The factor \(D/k_BT\) alone adds about

\[
\frac{2\times2.24}{573}\left(\frac{0.9}{0.04938}-1\right)=0.13 ,
\]

where the factor 2 comes from heating proportional to \(j^2\).

**Nucleation.** If no void exists at first, tension must build up at a blocked cathode. With a nucleation stress of 40 MPa, the integration gives a delay of 0.384 h. Simply adding it to the threshold-law lifetime would change the exponent to 2.998. Even this overstates the effect: once the void opens, the tension stored at the cathode is released into it, and the lifetime with stress build-up grows by only about 0.06 h. The effect is negligible here. A higher nucleation stress matters more. With both ends blocked the cathode tension cannot exceed \(Z^*\rho jL/(2\Omega)\), which is 150 MPa at \(1.5\,j_c\); for a nucleation stress above this value no void forms at all.

**Threshold error.** If the threshold is 10% lower at the same current, \(n=1.5/(1.5-0.9)=2.5\). If it is 10% higher, \(n=1.5/(1.5-1.1)=3.75\). This changes the exponent more than any of the effects calculated above, and more than their combination: stress build-up, line shortening and Joule heating acting together give about 161 h and \(n\approx3.17\).

## The real case

The temperature, current density and threshold are of the rough size met in accelerated tests of copper damascene lines. The product \(j_cL\) is about 3000 A/cm, within the usual range of a few thousand. This agreement in size does not show that the mechanism is the same. The threshold law needs an anode that yields and extrudes metal without limit. If the anode is confined and does not yield, the void in this model stops at \(\ell_{\rm sat}=225\) nm at \(1.5\,j_c\), and the line does not fail by this criterion. The critical void is long. It suits a line whose conducting liner carries current past the void, so that failure is a gradual rise in resistance. A void beneath a via may break the connection at roughly 100 nm. That is less than the 150 nm stored at threshold, so the threshold law would fail: in this model such a line could fail even at \(0.8\,j_c\), where the void reaches 120 nm.

Real lines also differ from one another in yield stress and microstructure, which breaks the assumption of one sharp threshold. If the threshold varied by 10% either way, \(n\) would range from 2.5 to 3.75 among individual lines, as found above.

Finally, the threshold belongs to the test temperature. If \(\rho\) is proportional to temperature while \(\sigma_c\) and \(Z^*\) stay fixed, \(j_c\) at 378 K is \(573/378\) times larger, or 1.514 MA/cm². The test current of 1.498 MA/cm² would then lie about 1% below threshold. That margin is far smaller than the uncertainty in the inputs, and even its sign depends on the assumed resistivity. In a thin copper line, scattering from surfaces, grain boundaries and impurities adds a part that hardly changes with temperature. The threshold then rises less on cooling, and the same current could lie above it. The estimate is therefore no basis for calling the line immortal in use. Whether an exponent measured hot carries over to the temperature of use depends on how \(\sigma_c/(Z^*\rho)\) changes with temperature. With \(Z^*\) fixed it does not carry over. If instead \(Z^*\) falls as \(\rho\) rises, so that \(Z^*\rho\) stays constant as in the simple electron-wind picture, and \(\sigma_c\) is fixed, then \(j_c\) and \(n\) do not change. The numerical output lists the model parameters used here.

## Table of computed values

```
Test temperature: 573 K
Line length: 30 um
Resistivity at test temperature: 5 uohm cm
Effective charge magnitude: 1 e
Atomic volume: 0.012 nm^3
Anode yield stress: 200 MPa
Effective modulus: 20 GPa
Diffusivity at test temperature: 300 nm^2/s
Activation energy: 0.9 eV
Critical void length: 1000 nm
Thermal energy: 0.04938 eV
Blech threshold: 0.9986 MA/cm^2
Blech threshold, converted: 4.222e-09 atomic units
Working current density: 1.498 MA/cm^2
Electromigration force: 0.749 ueV/nm
Back-stress force: 0.4993 ueV/nm
Net force: 0.2497 ueV/nm
Drift velocity: 5.461 nm/h
Lifetime from threshold law: 183.1 h
Simulated steady-drift exponent at 1.2 j_c: 6.001
Simulated steady-drift exponent at 1.5 j_c: 3.000
Simulated steady-drift exponent at 2.0 j_c: 2.000
Simulated steady-drift exponent at 3.0 j_c: 1.500
Slope dn/dln(j) at 1.5 j_c: -6
Stored length at threshold: 150 nm
Final void length at 0.8 j_c: 120 nm
Lifetime with stress build-up: 167.5 h
Exponent with stress build-up: 2.92
Lifetime with line shortening: 189.7 h
Exponent with line shortening: 3.11
Metal thickness: 200 nm
Dielectric thickness: 1000 nm
Dielectric thermal conductivity: 1 W/(m K)
Joule heating, upper bound: 2.24 K
Lifetime with that heating: 169.2 h
Exponent with that heating: 3.13
Nucleation stress: 40 MPa
Nucleation time, simulated: 0.384 h
Nucleation time, square-root law: 0.384 h
Exponent with nucleation time: 2.998
Exponent if threshold is 10% lower: 2.5
Exponent if threshold is 10% higher: 3.75
Exponent fitted at 1.25, 1.5, 1.75 j_c: 3.28
Use temperature: 378 K
Threshold at use temperature: 1.514 MA/cm^2
Threshold-law lifetime at 1.1 j_c: 915.6 h
n = 3 extrapolation to 1.1 j_c: 464.4 h
Threshold-law lifetime at 3.0 j_c: 45.78 h
n = 3 extrapolation to 3.0 j_c: 22.89 h
```
